# Why Carbon and Oxygen Miss the Interval Ratio 3/2: test program

```python
"""Why the ratio r = [E(1S)-E(1D)] / [E(1D)-E(3P)] of carbon and oxygen is not 3/2.

Result under test, for 2s^2 2p^n with n = 2 (C) or n = 4 (O):
  one configuration:  E(1D)-E(3P) = 6 F2/25 and r = 3/2;
  mixing with 2p^(n+2) has the coupling V = K sqrt((Q-M)(Q+M+1)), K = G1/3,
  Q = (3-seniority)/2, M = (n-3)/2, and lowers a term by
  delta = sqrt(gap^2/4 + V^2) - gap/2.  It lowers 1S most, and by itself it
  overshoots; the remaining valence correlation brings r back up.
F2 = F^2(2p,2p) and G1 = G^1(2s,2p) are Slater integrals.  The 1s shell is frozen.
'Outer' orbitals are all orbitals other than 1s, 2s, 2p.  Internal unit: hartree.
"""
from itertools import combinations
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh
from scipy.sparse import coo_matrix, diags
from scipy.constants import physical_constants
from pyscf import gto, fci

EV = physical_constants["Hartree energy in eV"][0]


def average_hartree_fock(symbol, n_p, basis):
    """Configuration-average Hartree-Fock for 1s^2 2s^2 2p^n; valence integrals."""
    mol = gto.M(atom=symbol, basis=basis, spin=2, verbose=0)
    overlap = mol.intor("int1e_ovlp")
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = mol.intor("int2e")
    blocks, position = {}, 0
    for shell in range(mol.nbas):
        l = mol.bas_angular(shell)
        for _ in range(mol.bas_nctr(shell)):
            for m in range(2 * l + 1):
                blocks.setdefault((l, m), []).append(position)
                position += 1

    def mean_field(density):
        return (np.einsum("pqrs,rs->pq", eri, density)
                - 0.5 * np.einsum("prqs,rs->pq", eri, density))

    # ratio of true pair occupation n(n-1)/30 to the product (n/6)^2
    pair_factor = 6 * (n_p - 1) / (5 * n_p)
    closed, opened = np.zeros_like(h), np.zeros_like(h)
    for _ in range(300):
        g_closed, g_open = mean_field(closed), mean_field(opened)
        fock_s = h + g_closed + g_open
        fock_p = h + g_closed + pair_factor * g_open
        orbitals = {}
        for key, index in blocks.items():
            fock = fock_s if key[0] == 0 else fock_p
            grid = np.ix_(index, index)
            vectors = np.zeros((len(h), len(index)))
            vectors[index] = eigh(fock[grid], overlap[grid])[1]
            orbitals[key] = vectors
        s = orbitals[(0, 0)]
        p = np.array([orbitals[(1, m)][:, 0] for m in range(3)]).T
        new_closed = 2 * s[:, :2] @ s[:, :2].T
        new_open = n_p / 3 * p @ p.T
        change = max(abs(new_closed - closed).max(), abs(new_open - opened).max())
        closed = 0.5 * (closed + new_closed)
        opened = 0.5 * (opened + new_open)
        if change < 1e-10:
            break
    assert change < 1e-10
    average = (np.sum(h * (closed + opened)) + 0.5 * np.sum(closed * mean_field(closed))
               + np.sum(opened * mean_field(closed))
               + 0.5 * pair_factor * np.sum(opened * mean_field(opened)))
    core = 2 * np.outer(s[:, 0], s[:, 0])
    core_field = mean_field(core)
    core_energy = np.sum(core * h) + 0.5 * np.sum(core * core_field)

    # reflection parities of the basis functions, found from their values
    points = np.array([0.5, 0.7, 0.9]) * np.array(
        [[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]])
    ao = mol.eval_gto("GTOval_sph", points)
    ao_parity = sum((ao[k + 1] * ao[0] < 0).astype(int) << k for k in range(3))
    columns = [(s[:, 1], (0, 0))] + [(p[:, m], (1, m)) for m in range(3)]
    for key, vectors in orbitals.items():
        first = {0: 2, 1: 1}.get(key[0], 0)
        columns += [(vectors[:, k], key) for k in range(first, vectors.shape[1])]
    c = np.array([column for column, _ in columns]).T
    g = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, c, c, c, c, optimize=True)
    return SimpleNamespace(
        mol=mol, c=c, h=c.T @ (h + core_field) @ c, g=g, n=n_p,
        parity=np.array([ao_parity[blocks[key][0]] for _, key in columns]),
        l=np.array([key[0] for _, key in columns]),
        average=average - core_energy)


def radial_slater_integrals(atom):
    """F2(2p,2p) and G1(2s,2p) by quadrature over the radial functions."""
    t = np.linspace(-9.0, 3.2, 1500)
    r = np.exp(t)
    axis = np.column_stack([0 * r, 0 * r, r])
    values = atom.mol.eval_gto("GTOval_sph", axis) @ atom.c[:, [0, 3]]
    radial_s = values[:, 0] * np.sqrt(4 * np.pi) * r
    radial_p = values[:, 1] * np.sqrt(4 * np.pi / 3) * r
    low, high = np.minimum.outer(r, r), np.maximum.outer(r, r)
    weight = r * (t[1] - t[0])
    pp, sp = weight * radial_p**2, weight * radial_s * radial_p
    return pp @ (low**2 / high**3) @ pp, sp @ (low / high**2) @ sp


def bit_index(power_of_two):
    return np.frexp(power_of_two.astype(float))[1] - 1


def build_sector(atom, sector, max_outer):
    """Hamiltonian over determinants with M_S = 0 and given reflection parities."""
    h, g, norb, n_val = atom.h, atom.g, len(atom.h), atom.n + 2
    strings = np.array([c for c in combinations(range(norb), n_val // 2)
                        if sum(i > 3 for i in c) <= max_outer])
    bits = np.sum(np.int64(1) << strings.astype(np.int64), axis=1)
    outer = np.sum(strings > 3, axis=1)
    symmetry = np.bitwise_xor.reduce(atom.parity[strings], axis=1)
    a, b = np.nonzero((outer[:, None] + outer <= max_outer)
                      & ((symmetry[:, None] ^ symmetry) == sector))
    dets = bits[a] | (bits[b] << norb)
    occ = ((dets[:, None] >> np.arange(2 * norb)) & 1).astype(np.float32)
    before = (np.cumsum(occ, axis=1) - occ).astype(np.int64)
    coulomb, exchange = np.einsum("iijj->ij", g), np.einsum("ijji->ij", g)
    pair = np.block([[coulomb - exchange, coulomb], [coulomb, coulomb - exchange]])
    occ_d = occ.astype(float)
    diagonal = occ_d @ np.tile(np.diag(h), 2) + 0.5 * np.sum((occ_d @ pair) * occ_d, axis=1)

    # determinants that differ in one or two spin orbitals
    row, col = np.nonzero(np.triu(occ @ occ.T, 1) > n_val - 2.5)
    only_row, only_col = dets[row] & ~dets[col], dets[col] & ~dets[row]
    low_row, low_col = only_row & -only_row, only_col & -only_col
    i1, j1 = bit_index(low_row), bit_index(low_col)
    rest_row, rest_col = only_row ^ low_row, only_col ^ low_col
    swaps = before[row, i1] + before[col, j1]
    value = np.zeros(len(row))

    one = np.nonzero(rest_row == 0)[0]
    p, q, spin = i1[one] % norb, j1[one] % norb, i1[one] // norb
    filled = occ_d[row[one]].reshape(-1, 2, norb)
    same = filled[np.arange(len(one)), spin]
    direct_field = np.einsum("pqkk->pqk", g)
    exchange_field = np.einsum("pkkq->pqk", g)
    value[one] = (h[p, q] + np.sum(filled.sum(axis=1) * direct_field[p, q], axis=1)
                  - np.sum(same * exchange_field[p, q], axis=1))

    two = np.nonzero(rest_row != 0)[0]
    i2, j2 = bit_index(rest_row[two]), bit_index(rest_col[two])
    swaps[two] += before[row[two], i2] + before[col[two], j2]
    equal_spin = (i1[two] // norb) == (i2 // norb)
    p, q, r, s = i1[two] % norb, j1[two] % norb, i2 % norb, j2 % norb
    value[two] = g[p, q, r, s] - equal_spin * g[p, s, r, q]

    value *= 1 - 2 * (swaps % 2)
    upper = coo_matrix((value, (row, col)), shape=(len(dets),) * 2).tocsr()
    is_outer = np.tile(np.arange(norb) > 3, 2)
    return SimpleNamespace(
        H=(upper + upper.T + diags(diagonal)).tocsr(),
        outer=np.rint(occ_d @ is_outer).astype(int),
        n2s=np.rint(occ_d[:, 0] + occ_d[:, norb]).astype(int),
        outer_l=np.rint(occ_d @ (is_outer * np.tile(atom.l, 2))).astype(int))


def lowest_states(sector, keep, count):
    """Lowest eigenpairs within the kept determinants (block Davidson)."""
    index = np.nonzero(keep)[0]
    H = sector.H[index][:, index]
    if len(index) <= 300:
        energy, vectors = np.linalg.eigh(H.toarray())
        return energy[:count], vectors[:, :count], index
    start = np.nonzero(sector.outer[index] == 0)[0]
    V = np.zeros((len(index), count))
    V[start] = np.linalg.eigh(H[start][:, start].toarray())[1][:, :count]
    HV, diagonal = H @ V, H.diagonal()
    for _ in range(80):
        energy, mix = np.linalg.eigh(V.T @ HV)
        energy, mix = energy[:count], mix[:, :count]
        X = V @ mix
        residual = HV @ mix - X * energy
        size = np.linalg.norm(residual, axis=0)
        if size.max() < 3e-6:
            return energy, X, index
        todo = size >= 3e-6
        shift = energy[todo] - diagonal[:, None]
        shift = np.where(abs(shift) < 0.02, -0.02, shift)
        new = residual[:, todo] / shift
        new /= np.linalg.norm(new, axis=0)
        for _ in range(2):
            new -= V @ (V.T @ new)
            new = np.linalg.qr(new)[0]
        V, HV = np.hstack([V, new]), np.hstack([HV, H @ new])
    raise RuntimeError("eigenvalue iteration did not converge")


def terms(sectors, select):
    """Energies of 3P, 1D, 1S and their weights of 2p^(n+2)."""
    mixed, total = sectors
    e_mixed, v_mixed, i_mixed = lowest_states(mixed, select(mixed), 2)
    e_total, v_total, i_total = lowest_states(total, select(total), 3)
    distance = abs(e_total - e_mixed[1])
    k = int(np.argmax(distance))
    assert max(np.delete(distance, k)) < 1e-6   # 1D agrees between the sectors
    in_mixed = ((mixed.outer == 0) & (mixed.n2s == 0))[i_mixed]
    in_total = ((total.outer == 0) & (total.n2s == 0))[i_total]
    weights = np.append(np.sum(v_mixed[in_mixed]**2, axis=0),
                        np.sum(v_total[in_total, k]**2))
    return np.append(e_mixed, e_total[k]), weights


def ratio(e):
    return (e[2] - e[1]) / (e[1] - e[0])


def make_sectors(atom, max_outer):
    xy = atom.parity[1] ^ atom.parity[2]
    return build_sector(atom, xy, max_outer), build_sector(atom, 0, max_outer)


def show(label, e):
    print(f"  {label}: 1D-3P {(e[1]-e[0])*EV:.3f} eV, "
          f"1S-1D {(e[2]-e[1])*EV:.3f} eV, ratio {ratio(e):.3f}")


def study(symbol, n_p):
    atom = average_hartree_fock(symbol, n_p, "cc-pvtz")
    sectors = make_sectors(atom, 2)
    F2, G1 = radial_slater_integrals(atom)
    K = G1 / 3
    single, _ = terms(sectors, lambda s: (s.outer == 0) & (s.n2s == 2))
    valence, valence_weight = terms(sectors, lambda s: s.outer == 0)
    assert abs(single @ np.array([9, 5, 1]) / 15 - atom.average) < 1e-7
    assert abs(single[1] - single[0] - 6 * F2 / 25) < 2e-5
    assert abs(ratio(single) - 1.5) < 1e-6

    # couplings and gaps read from the Hamiltonian, lowering from the formula
    coupling, gap, delta = np.zeros(3), np.full(3, np.nan), np.zeros(3)
    for term, (which, state, seniority) in enumerate([(0, 0, 2), (0, 1, 2), (1, 2, 0)]):
        s = sectors[which]
        ground = np.nonzero((s.outer == 0) & (s.n2s == 2))[0]
        partner = np.nonzero((s.outer == 0) & (s.n2s == 0))[0]
        e_ground, v_ground = np.linalg.eigh(s.H[ground][:, ground].toarray())
        if len(partner):
            coupling[term] = np.linalg.norm(s.H[partner][:, ground] @ v_ground[:, state])
            e_partner = np.linalg.eigvalsh(s.H[partner][:, partner].toarray())
            gap[term] = e_partner[min(state, len(e_partner) - 1)] - e_ground[state]
        Q, M = (3 - seniority) / 2, (n_p - 3) / 2
        V = K * np.sqrt((Q - M) * (Q + M + 1))
        assert abs(coupling[term] - V) < 5e-5
        if V > 0:
            delta[term] = np.sqrt(gap[term]**2 / 4 + V**2) - gap[term] / 2
    assert np.allclose(single - valence, delta, atol=5e-5)
    assert abs((valence[1] - valence[0]) - (single[1] - single[0])) < 1e-7
    if n_p == 2:
        assert np.ptp(gap) < 1e-7
    predicted = 1.5 - (delta[2] - delta[1]) / (6 * F2 / 25)
    assert abs(predicted - ratio(valence)) < 2e-3

    one_outer, _ = terms(sectors, lambda s: s.outer <= 1)
    full, weight = terms(sectors, lambda s: s.outer <= 2)
    without, _ = terms(sectors, lambda s: (s.outer > 0) | (s.n2s == 2))
    assert ratio(valence) < ratio(full) < 1.5
    assert ratio(without) > ratio(full)
    assert weight[2] > weight[1]
    assert abs(ratio(full) - 1.135) < 0.15   # finite basis, truncated CI

    print(f"{symbol}: 2s^2 2p^{n_p} with 2p^{n_p+2}, cc-pVTZ, "
          f"{len(atom.h)} valence and outer orbitals")
    print(f"  F2(2p,2p) {F2*EV:.3f} eV, G1(2s,2p) {G1*EV:.3f} eV, K = G1/3 {K*EV:.3f} eV")
    print(f"  gap to 2p^{n_p+2} for 1S {gap[2]*EV:.3f} eV")
    print("  coupling V of 3P, 1D, 1S: " + ", ".join(f"{x*EV:.3f}" for x in coupling) + " eV")
    print("  lowering delta of 3P, 1D, 1S: " + ", ".join(f"{x*EV:.3f}" for x in delta) + " eV")
    print(f"  ratio from the two-level formula {predicted:.3f}")
    show("one configuration", single)
    show(f"plus 2p^{n_p+2}", valence)
    show("plus one outer electron", one_outer)
    show("up to two outer electrons (large CI)", full)
    show(f"large CI with 2p^{n_p+2} deleted", without)
    print("  lowering by restoring it, 3P, 1D, 1S: "
          + ", ".join(f"{x*EV:.3f}" for x in without - full) + " eV")
    print(f"  weight of 2p^{n_p+2} in large CI, 3P, 1D, 1S: "
          + ", ".join(f"{100*x:.2f}" for x in weight) + " %")
    print(f"  weight of 2p^{n_p+2} in two-configuration 1S: {100*valence_weight[2]:.2f} %")
    for l, letter in enumerate("spdf"):
        partial, _ = terms(sectors, lambda s: (s.outer == 0)
                           | ((s.outer == 1) & (s.outer_l == l)))
        print(f"  one outer {letter} only: lowers 3P, 1D, 1S by "
              + ", ".join(f"{x*EV:.3f}" for x in valence - partial)
              + f" eV, ratio {ratio(partial):.3f}")
    print("  second outer electron lowers 3P, 1D, 1S by "
          + ", ".join(f"{x*EV:.3f}" for x in one_outer - full) + " eV")
    small_atom = average_hartree_fock(symbol, n_p, "cc-pvdz")
    small, _ = terms(make_sectors(small_atom, 2), lambda s: s.outer <= 2)
    show("large CI in cc-pVDZ", small)
    return small_atom


carbon_small = study("C", 2)
complete, _ = terms(make_sectors(carbon_small, 4), lambda s: s.outer <= 4)
reference = fci.direct_spin1.kernel(carbon_small.h, carbon_small.g,
                                    len(carbon_small.h), (2, 2))[0]
assert abs(complete[0] - reference) < 1e-6
show("full valence CI in cc-pVDZ", complete)
study("O", 4)
print("all tests passed")
```

It prints:

```
C: 2s^2 2p^2 with 2p^4, cc-pVTZ, 29 valence and outer orbitals
  F2(2p,2p) 6.517 eV, G1(2s,2p) 9.283 eV, K = G1/3 3.094 eV
  gap to 2p^4 for 1S 20.280 eV
  coupling V of 3P, 1D, 1S: 3.094, 3.094, 6.189 eV
  lowering delta of 3P, 1D, 1S: 0.462, 0.462, 1.739 eV
  ratio from the two-level formula 0.683
  one configuration: 1D-3P 1.564 eV, 1S-1D 2.346 eV, ratio 1.500
  plus 2p^4: 1D-3P 1.564 eV, 1S-1D 1.068 eV, ratio 0.683
  plus one outer electron: 1D-3P 1.512 eV, 1S-1D 2.068 eV, ratio 1.367
  up to two outer electrons (large CI): 1D-3P 1.341 eV, 1S-1D 1.438 eV, ratio 1.072
  large CI with 2p^4 deleted: 1D-3P 1.340 eV, 1S-1D 2.552 eV, ratio 1.905
  lowering by restoring it, 3P, 1D, 1S: 0.379, 0.378, 1.493 eV
  weight of 2p^4 in large CI, 3P, 1D, 1S: 1.81, 1.83, 6.59 %
  weight of 2p^4 in two-configuration 1S: 7.32 %
  one outer s only: lowers 3P, 1D, 1S by 0.041, 0.000, 0.006 eV, ratio 0.662
  one outer p only: lowers 3P, 1D, 1S by 0.107, 0.121, 0.140 eV, ratio 0.677
  one outer d only: lowers 3P, 1D, 1S by 0.975, 0.947, 0.024 eV, ratio 1.251
  one outer f only: lowers 3P, 1D, 1S by 0.001, 0.084, -0.000 eV, ratio 0.778
  second outer electron lowers 3P, 1D, 1S by 0.953, 1.124, 1.754 eV
  large CI in cc-pVDZ: 1D-3P 1.485 eV, 1S-1D 1.443 eV, ratio 0.971
  full valence CI in cc-pVDZ: 1D-3P 1.485 eV, 1S-1D 1.446 eV, ratio 0.974
O: 2s^2 2p^4 with 2p^6, cc-pVTZ, 29 valence and outer orbitals
  F2(2p,2p) 9.108 eV, G1(2s,2p) 12.827 eV, K = G1/3 4.276 eV
  gap to 2p^6 for 1S 35.565 eV
  coupling V of 3P, 1D, 1S: 0.000, 0.000, 7.406 eV
  lowering delta of 3P, 1D, 1S: 0.000, 0.000, 1.481 eV
  ratio from the two-level formula 0.823
  one configuration: 1D-3P 2.186 eV, 1S-1D 3.279 eV, ratio 1.500
  plus 2p^6: 1D-3P 2.186 eV, 1S-1D 1.798 eV, ratio 0.823
  plus one outer electron: 1D-3P 2.197 eV, 1S-1D 2.881 eV, ratio 1.311
  up to two outer electrons (large CI): 1D-3P 2.035 eV, 1S-1D 2.214 eV, ratio 1.088
  large CI with 2p^6 deleted: 1D-3P 2.035 eV, 1S-1D 3.575 eV, ratio 1.756
  lowering by restoring it, 3P, 1D, 1S: 0.000, 0.000, 1.361 eV
  weight of 2p^6 in large CI, 3P, 1D, 1S: 0.00, 0.00, 3.71 %
  weight of 2p^6 in two-configuration 1S: 3.84 %
  one outer s only: lowers 3P, 1D, 1S by 0.052, 0.000, 0.003 eV, ratio 0.802
  one outer p only: lowers 3P, 1D, 1S by 0.126, 0.077, 0.086 eV, ratio 0.800
  one outer d only: lowers 3P, 1D, 1S by 0.962, 0.985, 0.050 eV, ratio 1.263
  one outer f only: lowers 3P, 1D, 1S by 0.068, 0.126, 0.000 eV, ratio 0.904
  second outer electron lowers 3P, 1D, 1S by 3.264, 3.425, 4.092 eV
  large CI in cc-pVDZ: 1D-3P 2.138 eV, 1S-1D 2.143 eV, ratio 1.002
all tests passed
```
